# Berry phase of a translated ultrasoft atom with truncated augmentation

## Problem

A one-dimensional chain of period $a$ has in each cell one ion of charge $+1$ and one spinless electron. Hartree atomic units are used. The atom sits at $\tau$. Its true orbital $\psi$ and soft orbital $\varphi$, both real, differ only in the core $|s|<r_c$, where $s=x-\tau$:

$$\varphi=C\,\frac{e^{\zeta\tanh\kappa s}}{\cosh\kappa s},\qquad \psi=\varphi+C\,h\,(1-y^2)^6(1+\eta y),\qquad y=\frac{s}{r_c},$$

with $C$ fixed by $\int\psi^2ds=1$. The parameters are $\kappa=1.2$ bohr$^{-1}$, $r_c=1.5$ bohr, $h=0.6$, $\zeta=0.2$, $\eta=-1.5$ and $a=16$ bohr. The atom is internally polarized: its soft charge $\varphi^2$ leans right, and the charge $\psi^2-\varphi^2$ added in the core leans left. Its potential moves rigidly with it. Define

$$Q=\psi^2-\varphi^2,\qquad q=\int Q\,ds .$$

The soft Bloch states $\varphi_k$ solve an ultrasoft eigenproblem with overlap operator $S=1+q\sum_R|\beta_R\rangle\langle\beta_R|$. Here $\beta_R$ is the projector of the atom at $R+\tau$, and $\langle\beta|\varphi\rangle=1$.

(a) Construct a Hamiltonian whose lowest state is $\varphi$, and find the overlaps that enter the Berry phase.

(b) By how much does the Berry phase change when the lattice of atoms is carried through one period?

(c) Repeat (b), and find the error of the electron's centre, when the augmentation part of the overlaps is truncated in three ways: it is omitted (*bare*); it is replaced by a point charge $q$ at the atom (*point*); or its charge $q$ is kept without any position phase (*frozen*). The eigenproblem stays intact.

## First estimate by scaling

When orbitals on different atoms do not overlap, as at $a=16$ bohr, the Berry phase reads a mean position from the phase of a long-wavelength Fourier component of one atom's charge. This is derived below; for a dispersive band it is no longer exact. Three sizes are needed.

**Charge.** The bump $(1-y^2)^6$ has a full width at half height of $\ell\approx1.0$ bohr. Taking $\varphi/C\approx1$ there, the augmentation integral is about $(2h+h^2)\ell=1.56$ bohr, against $\int\cosh^{-2}(\kappa s)\,ds=2/\kappa=1.67$ bohr for the soft part. Hence $q\approx1.56/3.23=0.48$.

**Soft mean position.** The two tails of $\varphi^2$ carry weights in the ratio $e^{2\zeta}:e^{-2\zeta}$, a relative imbalance of about $2\zeta$, over a decay length $1/(2\kappa)$. This gives $x_s\approx\zeta/\kappa=0.17$ bohr.

**Augmentation mean position.** A tilt $1+\eta s/r_c$ on a rectangle of width $\ell$ gives $x_a\approx(\eta/r_c)\,\ell^2/12=-0.08$ bohr.

The bare recipe sees only the soft charge. A phase does not register the size of that charge, so the recipe reports $x_s$ instead of the weighted mean $(1-q)x_s+qx_a$. The error is about $q(x_s-x_a)\approx0.12$ bohr. The point recipe loses the dipole $qx_a$, an error of about $+0.04$ bohr. The frozen recipe leaves the charge $q$ behind: after one period the error is about $-qa\approx-7.7$ bohr, and the phase has changed by about $2\pi(1-0.48)=3.3$ rad.

## Exact solution

### The ultrasoft atom

Let $T=-\tfrac12d^2/dx^2$, $\varepsilon=-\kappa^2/2=-0.72$ hartree and $V_\varphi=\varepsilon+\varphi''/(2\varphi)$, so that $(T+V_\varphi)\varphi=\varepsilon\varphi$. In the core add a barrier $v=v_0(1-y^2)^6$ with $v_0=1$ hartree, and set

$$V_{\rm loc}=V_\varphi+v,\qquad \beta=\frac{v\varphi}{\int v\varphi^2},\qquad D=-\int v\varphi^2+\varepsilon q .$$

Then $\langle\beta|\varphi\rangle=1$ and $\left(\int v\varphi^2\right)\beta=v\varphi$, so

$$(T+V_{\rm loc}+D|\beta\rangle\langle\beta|)\varphi=\varepsilon\varphi+v\varphi-v\varphi+\varepsilon q\beta=\varepsilon S\varphi .$$

No state of the isolated atom lies lower. Since $\varphi$ has no node, it is the ground state of $T+V_\varphi$. Adding $v$ makes $\langle f|T+V_{\rm loc}-\varepsilon|f\rangle>0$ for every $f\neq0$. Suppose a second solution $\varphi'$ had energy $E'\le\varepsilon$. It can be taken $S$-orthogonal to $\varphi$, and then $\langle f|H-\varepsilon S|f\rangle\le0$ for every combination $f$ of the two. One nonzero combination has $\langle\beta|f\rangle=0$, and for it the same expression equals $\langle f|T+V_{\rm loc}-\varepsilon|f\rangle>0$, a contradiction.

### The overlaps

The ultrasoft pair density of two Bloch states is the soft product plus the core charge that the projectors restore:

$$n_{kk'}(x)=\varphi_k^*\varphi_{k'}+\sum_R\langle\varphi_k|\beta_R\rangle\langle\beta_R|\varphi_{k'}\rangle\,Q(x-R-\tau).$$

Let $k'=k+b$. The overlap of the cell-periodic parts is $M_k=\int_{\rm cell}e^{-ibx}n_{kk'}\,dx$. With $p_k=\langle\beta_0|\varphi_k\rangle$, Bloch's theorem gives $\langle\beta_R|\varphi_k\rangle=e^{ikR}p_k$. The core at $R$ therefore brings a factor $e^{ibR}$ from the projectors and $e^{-ibR}$ from the integral over $Q$. These cancel, so any one core may represent the cell:

$$M_k=\int_{\rm cell}\varphi_k^*\varphi_{k+b}\,e^{-ibx}dx+p_k^*p_{k+b}\,Q_\tau(b),\qquad Q_\tau(b)=e^{-ib\tau}\!\int Q(s)e^{-ibs}ds .$$

Take $J$ links with $b=2\pi/(Ja)$ and close the loop with $\varphi_{k+2\pi/a}=\varphi_k$. The Berry phase and the centre are

$$\gamma=-\,{\rm Im}\ln\prod_kM_k,\qquad X=\frac{a\gamma}{2\pi}\pmod a .$$

### Translation by one period

Move all atoms by $s_0$. The new states are $\varphi_k(x-s_0)$, up to phases that cancel round the loop. The projectors move too, so $p_k$ is unchanged. The integrand of the soft term is periodic, so shifting its variable gives

$$\int_{\rm cell}\varphi_k^*(x-s_0)\varphi_{k+b}(x-s_0)e^{-ibx}dx=e^{-ibs_0}\int_{\rm cell}\varphi_k^*\varphi_{k+b}e^{-ibx}dx .$$

The factor $Q_\tau(b)$ also gains $e^{-ibs_0}$. Every link gains this factor, and

$$\gamma\to\gamma+Jbs_0=\gamma+\frac{2\pi s_0}{a}.$$

One period gives $2\pi$, for any $J$ at which the links are nonzero. The band need not be flat, but it must stay separate from the next one. The ion carries $+1$ through the same distance, so the charge pumped per period is $1-\Delta\gamma/2\pi=0$, as it must be for a neutral atom.

The argument needs only that every term of $M_k$ gain the same factor. That holds for the bare recipe, which has one term, and for the point recipe, where $Q_\tau\to qe^{-ib\tau}$. **Both also wind by $2\pi$.** The winding therefore does not show that the augmentation is right. In the frozen recipe, $Q_\tau\to q$ gains no factor and the argument fails.

### Centres in the isolated limit

When orbitals on different atoms do not overlap, $\varphi_k=\sum_Re^{ikR}\varphi(x-R-\tau)$ and $p_k=1$. All links are equal, and since $aJ/2\pi=1/b$, $X=-\arg M/b$ on the continuous branch. With full augmentation,

$$M=e^{-ib\tau}\int\psi^2e^{-ibs}ds=\exp\!\left[-ib(\tau+\mu)-\frac{b^2\sigma^2}{2}+\frac{ib^3\kappa_3}{6}+\dots\right],$$

where $\mu$, $\sigma^2$ and $\kappa_3$ are the mean, variance and third cumulant of $\psi^2$. Hence

$$X=\tau+\mu-\frac{b^2\kappa_3}{6}+\dots,\qquad \mu=(1-q)x_s+qx_a ,$$

with $x_s$ and $x_a$ the mean positions of $\varphi^2$ and $Q$ relative to the atom. To first order in $b$ the truncated links are

$$\begin{aligned}
M_{\rm bare}&=(1-q)\,e^{-ib\tau}(1-ibx_s),\\
M_{\rm point}&=e^{-ib\tau}\left[1-ib(1-q)x_s\right],\\
M_{\rm frozen}&=1-ib(1-q)(\tau+x_s).
\end{aligned}$$

Their centres are $\tau+x_s$, $\tau+(1-q)x_s$ and $(1-q)(\tau+x_s)$. Subtracting $\tau+\mu$ gives the errors for $b\to0$:

$$\delta_{\rm bare}=q(x_s-x_a),\qquad \delta_{\rm point}=-qx_a,\qquad \delta_{\rm frozen}=-q(\tau+x_a).$$

The first two are constant. The third grows with $\tau$, and over one period the phase changes by $2\pi(1-q)$. The crystals at $\tau=0$ and $\tau=a$ are identical, yet they receive different phases. The reason is that the factor $e^{ibR}$ from the projectors is no longer cancelled, so the answer depends on which core represents the cell. The neutral atom then appears to pump a charge $q$.

### Numbers

Quadrature of the orbitals gives $q=0.4468$, $x_s=0.1652$ bohr, $x_a=-0.1159$ bohr and $\mu=0.0396$ bohr. The errors are

$$\delta_{\rm bare}=0.4468\,(0.1652+0.1159)=0.1256\ {\rm bohr}=0.0665\ \text{Å},$$
$$\delta_{\rm point}=0.4468\times0.1159=0.0518\ {\rm bohr}=0.0274\ \text{Å}.$$

The centres can also be tracked without the isolated-limit formulas. The generalized eigenproblem was diagonalized in 81 plane waves at 16 values of $k$, with the atom moved in steps of 1 bohr and each phase followed continuously. The centres, in bohr, are:

| $\tau$ | full | bare | point | frozen |
|---|---|---|---|---|
| 0 | 0.040 | 0.165 | 0.091 | 0.091 |
| 8 | 8.040 | 8.165 | 8.091 | 4.518 |
| 16 | 16.040 | 16.165 | 16.091 | 8.954 |

The first three phases change by 6.283 rad and the frozen one by 3.480 rad. The limit $2\pi(1-q)$ is 3.476 rad. The difference comes from the finite mesh. The frozen link describes a charge $1-q$ near $\tau$ and a charge $q$ at the origin. The leading third cumulant of this pair is $q(1-q)(2q-1)\tau^3$, or $-108$ bohr$^3$ at $\tau=a$. With $b=2\pi/256$ bohr$^{-1}$, the term $-b^2\kappa_3/6$ raises the centre by 0.011 bohr. The tracked frozen error is accordingly $-7.086$ bohr, against $-7.097$ bohr from the formula.

## Comparison

| Quantity | Scaling | Exact, $b\to0$ |
|---|---|---|
| $q$ | 0.48 | 0.447 |
| bare error (bohr) | 0.12 | 0.126 |
| point error (bohr) | 0.04 | 0.052 |
| frozen error at $\tau=a$ (bohr) | $-7.7$ | $-7.10$ |
| frozen phase change (rad) | 3.3 | 3.48 |

The estimate of $q$ is high mainly because it ignores two things: the squared bump is narrower than $\ell$, and $1/\cosh\kappa s$ falls within the core. The point error is low because the rectangle has too small a second moment, $\ell^2/12=0.08$ bohr$^2$. For the actual bump, integration by parts gives

$$\int_{-1}^{1}y^2(1-y^2)^6dy=\frac1{14}\int_{-1}^{1}(1-y^2)^7dy=\frac1{14}\int_{-1}^{1}(1-y^2)^6(1-y^2)\,dy,$$

so $\langle y^2\rangle=(1-\langle y^2\rangle)/14=1/15$ and $\langle s^2\rangle=0.15$ bohr$^2$. The soft orbital adds its own tilt $\zeta\kappa$. Keeping only the cross term of $Q$ (twice $\varphi$ times the bump), setting $1/\cosh\kappa s\approx1$ and working to first order in the tilts gives $x_a\approx(\zeta\kappa+\eta/r_c)\langle s^2\rangle=(0.24-1)\times0.15=-0.11$ bohr. Its closeness to the exact $-0.116$ bohr is partly a cancellation of neglected effects. Among them, the squared bump has tilt $2\eta/r_c$ and, by the same integration by parts, $\langle y^2\rangle=1/27$. Its mean, about $-0.17$ bohr to first order in the tilt, makes $x_a$ more negative. The fall of $1/\cosh\kappa s$ narrows the cross term and makes $x_a$ less negative.

The good agreement for the bare error is partly luck, since too large a $q$ multiplies too small a separation.

The three faults are exposed by different quantities:

- **Winding** exposes the frozen recipe but neither of the others.
- **Link modulus** exposes the bare recipe: as $b\to0$, $|M|\to1-q$ instead of 1. At 16 links the mean moduli are 0.553 and 0.9999. The point recipe also tends to 1.
- **A dipole in $Q$** ($x_a\neq0$) is needed for the point centre to be wrong; the net dipole $\mu$ of the atom does not decide it. With $\zeta=0.1225$, $\eta=-1.5$ the atom has $\mu=0$ and a point error of 0.056 bohr; with $\zeta=0.2$, $\eta=-0.238$ it has $\mu=0.091$ bohr and no point error. For an inversion-symmetric atom in this chain $x_s=x_a=0$, and both the bare and the point centres are correct. This is a one-projector statement: with several projectors the $s$–$p$ augmentation functions of even a spherical atom carry a dipole, which a point charge loses in a polar environment.

At a period of 5 bohr the orbitals overlap and the band acquires a width of 0.015 hartree. The isolated-limit formulas are then no longer exact, while the translation argument still is. In the same kind of calculation with 8 links, the full and bare phases still change by 6.283 rad, and their centres stay a constant 0.1258 bohr apart (0.1255 bohr with 16 or 24 links). The band is still narrow against its gap of 0.76 hartree, so this separation remains close to the isolated-limit value 0.1256 bohr.
